\section*{Equal loss and the phase advantage of a four-photon N00N state}

\section*{Problem}

A two-arm interferometer measures a small relative phase $\varphi$. Each arm transmits a fraction $\eta$ of the power entering it, with $0<\eta\le 1$, and the lost light goes into modes that start in the vacuum and are never observed. Two probes are compared.

\begin{enumerate}
\item The four-photon N00N state, with $N=4$ in
\begin{equation}
|\psi_0\rangle=\frac{|N,0\rangle+|0,N\rangle}{\sqrt2},
\label{eq:noon}
\end{equation}
where $|n_a,n_b\rangle$ gives the photon numbers in arms $a$ and $b$.
\item Four single photons sent one after another through the same lossy arms, each in the state $(|1,0\rangle+|0,1\rangle)/\sqrt2$.
\end{enumerate}

The figure of merit is the quantum Fisher information (QFI) $F$. With $\nu$ repetitions, the variance of a locally unbiased phase estimate is at least $1/(\nu F)$. At what arm transmission does the N00N state stop being the better probe?

The count is per delivered probe, so the cost of preparing the N00N state is set aside until the end. The algebra uses $\hbar=1$; $\varphi$ and $F$ are dimensionless.

\section*{A tempting solution}

Without loss, the N00N state has $F=N^2$ and $N$ single photons have $F=N$. Loss leaves $N\eta$ photons on average, so one replaces $N$ by $N\eta$ in both expressions:
\begin{equation}
F_{\rm N00N}\overset{?}{=}(N\eta)^2=16\eta^2,\qquad F_{\rm ind}=N\eta=4\eta .
\label{eq:wrong}
\end{equation}
Setting them equal gives $\eta=1/4$. The N00N state would then tolerate a loss of 6 dB in each arm.

\section*{Where it fails}

The expression for the single photons is correct, as shown below. The one for the N00N state assumes that a N00N state which has lost some photons is still a N00N state, only a smaller one.

The trouble is not just that the square of a mean has replaced the mean of a square. Suppose that the smaller N00N states did survive. The number $n$ of remaining photons is binomially distributed, with mean $N\eta$ and variance $N\eta(1-\eta)$, so the average information would be
\begin{equation}
\langle n^2\rangle=N^2\eta^2+N\eta(1-\eta)=N\eta+N(N-1)\eta^2 .
\end{equation}
This exceeds $N\eta$ for every $\eta>0$ when $N>1$, and there would be no crossing at all. More careful averaging makes the answer worse, so the fault lies in the assumption itself. What a lost photon does to the superposition has to be worked out.

\section*{The state after loss}

Let the phase act as $e^{i\varphi \hat n_a}$. It turns the probe into
\begin{equation}
|\psi_\varphi\rangle=\frac{e^{iN\varphi}|N,0\rangle+|0,N\rangle}{\sqrt2}.
\label{eq:psi}
\end{equation}
Linear loss in one arm is a beam splitter that couples the arm to an empty environment mode $e$:
\begin{equation}
a^\dagger\to\sqrt{\eta}\,a^\dagger+\sqrt{1-\eta}\,e^\dagger .
\end{equation}
Insert this in $|n\rangle=(a^\dagger)^n|0\rangle/\sqrt{n!}$ and expand. The term with $l$ lost photons has the coefficient
\begin{equation}
\frac{1}{\sqrt{n!}}\binom nl\eta^{(n-l)/2}(1-\eta)^{l/2}\sqrt{(n-l)!\,l!}
=\sqrt{\binom nl\eta^{n-l}(1-\eta)^l},
\end{equation}
because $(a^\dagger)^{n-l}|0\rangle=\sqrt{(n-l)!}\,|n-l\rangle$, and likewise for $e$. For $n=N$ call this coefficient $c_l$. The joint state of light and environment is
\begin{equation}
\frac1{\sqrt2}\sum_{l=0}^{N}c_l\Big[e^{iN\varphi}|N-l,0\rangle|l,0\rangle_E+|0,N-l\rangle|0,l\rangle_E\Big].
\label{eq:joint}
\end{equation}

The environment is not observed and must be traced out. A coherence between two terms survives only if their environment states overlap. The state $|l,0\rangle_E$ is orthogonal to $|0,l'\rangle_E$ unless $l=l'=0$, and terms with different $l$ in the same arm are orthogonal too. Hence
\begin{equation}
\rho_\varphi=\eta^N|\psi_\varphi\rangle\langle\psi_\varphi|
+\sum_{l=1}^{N}\frac{c_l^2}{2}\Big(|N-l,0\rangle\langle N-l,0|+|0,N-l\rangle\langle 0,N-l|\Big),
\label{eq:rho}
\end{equation}
where $c_0^2=\eta^N$. A single lost photon reveals, in principle, which arm held all the photons. What remains is a mixture of ``all in $a$'' and ``all in $b$'', which carries no relative phase. This is the point at which the tempting solution breaks down.

The order of phase shift and loss does not matter. If the loss came first, the $l$-th term in arm $a$ would carry $e^{i(N-l)\varphi}$ instead of $e^{iN\varphi}$. The difference is a phase attached to $|l,0\rangle_E$, which drops out of the trace. Loss spread along a waveguide is therefore covered, with $\eta$ the product of the transmissions of its slices.

\section*{The Fisher information of both probes}

With eigenvalues $\lambda_i$ and eigenvectors $|i\rangle$ of $\rho_\varphi$, the QFI is
\begin{equation}
F=2\sum_{\lambda_i+\lambda_j>0}\frac{|\langle i|\partial_\varphi\rho_\varphi|j\rangle|^2}{\lambda_i+\lambda_j}.
\label{eq:qfi}
\end{equation}
Only the first term of \eqref{eq:rho} depends on $\varphi$, and it alone occupies the sector with $N$ photons. In that sector the eigenvectors are $|\psi_\varphi\rangle$, with eigenvalue $\eta^N$, and
\begin{equation}
|\chi_\varphi\rangle=\frac{e^{iN\varphi}|N,0\rangle-|0,N\rangle}{\sqrt2},
\end{equation}
with eigenvalue zero. Differentiating \eqref{eq:psi} gives
\begin{equation}
\partial_\varphi|\psi_\varphi\rangle=\frac{iN}{\sqrt2}e^{iN\varphi}|N,0\rangle=\frac{iN}{2}\big(|\psi_\varphi\rangle+|\chi_\varphi\rangle\big).
\end{equation}
In the derivative of the projector the two terms $\pm(iN/2)|\psi_\varphi\rangle\langle\psi_\varphi|$ cancel, which leaves
\begin{equation}
\partial_\varphi\rho_\varphi=\eta^N\frac{iN}{2}\big(|\chi_\varphi\rangle\langle\psi_\varphi|-|\psi_\varphi\rangle\langle\chi_\varphi|\big).
\end{equation}
The two ordered pairs $(\chi,\psi)$ and $(\psi,\chi)$ contribute equally to \eqref{eq:qfi}:
\begin{equation}
F_{\rm N00N}=2\cdot2\cdot\frac{\eta^{2N}N^2/4}{\eta^N}=N^2\eta^N .
\label{eq:FN}
\end{equation}

A single photon is the case $N=1$ and has $F=\eta$. To add up several photons, define the Hermitian operator $L$ by $\partial_\varphi\rho=\tfrac12(L\rho+\rho L)$. In the eigenbasis $L_{ij}=2(\partial_\varphi\rho)_{ij}/(\lambda_i+\lambda_j)$, so
\begin{equation}
{\rm Tr}\,\rho L^2=\sum_{ij}\lambda_i|L_{ij}|^2=\frac12\sum_{ij}(\lambda_i+\lambda_j)|L_{ij}|^2=F .
\end{equation}
For a product $\rho_1\otimes\rho_2$ the product rule gives $L=L_1\otimes1+1\otimes L_2$. The cross term in ${\rm Tr}\,\rho L^2$ is $2\,{\rm Tr}(\rho_1L_1)\,{\rm Tr}(\rho_2L_2)$. It vanishes because ${\rm Tr}\,\rho_1L_1={\rm Tr}\,\partial_\varphi\rho_1=0$. The information adds, and
\begin{equation}
F_{\rm ind}=N\eta .
\label{eq:Find}
\end{equation}

\section*{The crossing}

The ratio of \eqref{eq:FN} to \eqref{eq:Find} is
\begin{equation}
R=\frac{N^2\eta^N}{N\eta}=N\eta^{N-1}.
\label{eq:ratio}
\end{equation}
For $N>1$ it rises monotonically from 0 to $N$ as $\eta$ goes from 0 to 1, so it equals one at a single point:
\begin{equation}
\eta_c=N^{-1/(N-1)},\qquad \eta_c\big|_{N=4}=4^{-1/3}\approx0.630 .
\label{eq:etac}
\end{equation}
The corresponding loss is $-10\log_{10}\eta_c=\tfrac{10}{3}\log_{10}4\approx2.007$ dB per arm, a third of what the tempting solution allowed. At its value $\eta=1/4$, the N00N state has $F=16/256=1/16$ while the four single photons have $F=1$.

At the true crossing all four photons survive in a fraction $\eta_c^4=0.1575$ of the trials. Each such trial is worth 16, so the average is $16\times0.1575=2.52$. The single photons give $4\times0.630=2.52$. The N00N state thus breaks even although five trials in six yield nothing.

For $N=2$, 3 and 4 the critical transmissions are 0.500, 0.577 and 0.630. For large $N$, $\ln(1/\eta_c)=\ln N/(N-1)\to0$: larger N00N states gain more without loss and tolerate less of it.

The reference matters. If the single photons were given lossless arms, the condition would be $16\eta^4=4$, with the solution $\eta=1/\sqrt2\approx0.707$. That compares a lossy device with an ideal one and answers a different question.

\section*{Can a detector reach this information?}

The QFI is a bound, and the comparison is fair only if both probes can reach it. Let the arms meet at a balanced splitter, $a^\dagger\to(a^\dagger+ib^\dagger)/\sqrt2$ and $b^\dagger\to(ia^\dagger+b^\dagger)/\sqrt2$, followed by detectors that count photons. If four photons arrive, the amplitude for $m$ in output $a$ is
\begin{equation}
\frac{1}{4\sqrt2}\sqrt{\binom4m}\left[e^{4i\varphi}i^{4-m}+i^m\right].
\end{equation}
Since $i^{4-m}=i^{-m}$ and $i^m=(-1)^m i^{-m}$, the squared modulus of the bracket is $2+2(-1)^m\cos4\varphi$. Including the survival probability,
\begin{equation}
P_m=\frac{\eta^4}{16}\binom4m\left[1+(-1)^m\cos4\varphi\right].
\end{equation}
The binomial coefficients sum to 8 over even $m$ and to 8 over odd $m$. The classical Fisher information is therefore
\begin{equation}
\sum_m\frac{(\partial_\varphi P_m)^2}{P_m}
=\frac{\eta^4}{2}\,16\sin^2 4\varphi\left[\frac1{1+\cos4\varphi}+\frac1{1-\cos4\varphi}\right]=16\eta^4 .
\end{equation}
The bracket equals $2/\sin^24\varphi$. Trials with fewer than four photons have phase-independent statistics and add nothing. A single photon leaves through the two ports with probabilities $\eta(1\pm\sin\varphi)/2$, which give $\eta\cos^2\varphi/(1-\sin^2\varphi)=\eta$. Both probes reach their bounds, apart from isolated phases where a probability vanishes and the limit must be taken. For $\eta=0.7$ and $\varphi=0.3$ rad, a numerical evaluation gives 3.8416 for the N00N state and 0.7000 for one photon, as the formulas require.

The N00N signal depends on $\varphi$ only through $\cos4\varphi$, which repeats every $\pi/2$ and takes each value between its extremes twice per period. The phase must therefore already be known to within half a fringe, between a maximum and the next minimum. The comparison concerns small changes about a known working point.

\section*{A silicon interferometer}

Take silicon strip waveguides at a wavelength of 1550 nm (photon energy 0.800 eV) with a propagation loss of 2.0 dB/cm. The critical arm length is
\begin{equation}
L_c=\frac{2.007\ \text{dB}}{2.0\ \text{dB/cm}}\approx1.00\ \text{cm}.
\end{equation}

Arms of 0.5 cm lose 1 dB, so $\eta=10^{-0.1}=0.794$ and $\eta^4=0.398$. The N00N state has $F=16\times0.398=6.37$, against $4\times0.794=3.18$ for the single photons, a ratio of 2.0. Arms of 1.5 cm lose 3 dB, so $\eta=0.501$ and $\eta^4=0.0631$. The values are now 1.01 and 2.00, a ratio of 0.50. One extra centimetre turns a twofold gain into a twofold deficit.

\section*{What the ideal model leaves out}

Unequal arms and reduced coherence can be treated together. In the $N$-photon sector, with basis $|N,0\rangle$, $|0,N\rangle$, the density matrix has diagonal elements $\eta_a^N/2$ and $\eta_b^N/2$ and an off-diagonal element of modulus $v_N(\eta_a\eta_b)^{N/2}/2$, where $v_N\le1$ is a coherence factor. The phase rotates this block without changing its eigenvalues, so $\partial_\varphi\rho$ has no diagonal elements in the eigenbasis. Both remaining terms in \eqref{eq:qfi} have the denominator $\lambda_++\lambda_-=(\eta_a^N+\eta_b^N)/2$. The sum of their numerators is ${\rm Tr}(\partial_\varphi\rho)^2=2N^2v_N^2(\eta_a\eta_b)^N/4$, and
\begin{equation}
F_N=\frac{2N^2v_N^2(\eta_a\eta_b)^N}{\eta_a^N+\eta_b^N}.
\label{eq:general}
\end{equation}
Gaussian phase noise of rms $\sigma$, drawn independently for each N00N state and for each single photon, averages $e^{iN\varphi}$ down by $v_N=e^{-N^2\sigma^2/2}$. Imperfect preparation multiplies $v_4$ by a visibility $V$. A detector efficiency $\eta_d$ multiplies both transmissions. For equal arms, $F_4=4F_1$ then gives
\begin{equation}
(\eta_d\eta)^3=\frac{v_1^2}{4v_4^2}=\frac{e^{15\sigma^2}}{4V^2}.
\label{eq:corrected}
\end{equation}

Each effect is first taken alone, with the others switched off.

\begin{itemize}
\item Detector efficiency 0.90: $\eta_c=0.630/0.90=0.700$, and the critical length falls to 0.77 cm.
\item N00N visibility 0.90, with perfect single photons: $\eta_c=(4\times0.81)^{-1/3}=0.676$, or 0.85 cm.
\item An rms temperature difference of 0.010 K between the arms: with an index change of $1.8\times10^{-4}$ per K the phase is 7.30 rad/(K cm), which makes $\sigma=0.073$ rad at 1 cm. If the difference varies independently for each N00N state and for each single photon, the crossing moves to 0.95 cm; if the four single photons share one value, it moves to 0.96 cm. A slow drift shared by many probes moves it somewhat less (0.965 cm for twenty probes), but the information then no longer grows in proportion to the number of probes.
\item A loss difference of 0.2 dB between the arms: the crossing stays at 1.00 cm.
\end{itemize}

Together they bring the critical length to 0.60 cm, where $\eta=0.759$. This is slightly longer than the separate shifts would give if added, because $\sigma$ is proportional to length and the thermal term shrinks in the shorter arm. The 0.5 cm device keeps an advantage, but a small one: 3.30 against 2.86. With reduced coherence, photon counting reaches these values only where the fringe is steepest, so each probe must be held near its own best phase.

Two further assumptions hold well here. Two photons together carry 1.6 eV, more than the band gap of silicon, so two-photon absorption is allowed. For four photons in a 10 ps pulse, a mode area of 0.1 $\mu$m$^2$ and a coefficient of 0.7 cm/GW, the absorbed fraction over the critical length is at most about $4\times10^{-8}$, an upper estimate that uses the full four-photon intensity and ignores its decay along the arm. The thermal occupation of the environment at 300 K is about $4\times10^{-14}$ photons per mode, so treating it as vacuum is safe.

Set beside real devices, 2 dB/cm is a rough typical loss for silicon strip waveguides, and the other device values are also rough. A total detection efficiency of 0.90 is optimistic if light must leave the chip through a fibre coupler: a coupling loss of 1 dB would by itself leave 1.0 dB for the arms, or 0.5 cm. The comparison also counts only delivered probes and leaves out failed attempts to prepare the N00N state. Suppose that each attempt uses four photons, succeeds with probability $p$ and otherwise yields nothing. The N00N information per attempt is then $16p\eta^4$, and it beats $4\eta$ only if
\begin{equation}
p>\frac{1}{4\eta^3}.
\end{equation}
Without loss this requires $p>1/4$; in the otherwise ideal 0.5 cm device it requires $p>0.50$. The critical transmission 0.630 is thus a limit for N00N states already in hand. When failed preparations are charged to the photon budget, the required transmission rises to $(4p)^{-1/3}$, and for $p\le1/4$ no arm, however transparent, gives an advantage.

\section*{Computed results}
\begin{verbatim}
N00N photon number: 4
numerical critical transmission, N=2: 0.50000
numerical critical transmission, N=3: 0.57735
numerical critical transmission, N=4: 0.62996
formula critical transmission, N=4: 0.62996
critical loss per arm: 2.007 dB
all-four survival at crossing: 0.1575
QFI of either probe at crossing: 2.5198
crossing against lossless singles: 0.70711
counting information, N00N, eta=0.7: 3.8416
counting information, one photon, eta=0.7: 0.7000
wavelength: 1550 nm
photon energy: 0.800 eV
waveguide loss: 2.0 dB/cm
critical arm length: 1.003 cm
arm 0.5 cm: transmission 0.7943
  all-four survival 0.3981
  QFI N00N 6.370, four singles 3.177
  QFI ratio 2.005
arm 1.5 cm: transmission 0.5012
  all-four survival 0.0631
  QFI N00N 1.010, four singles 2.005
  QFI ratio 0.504
detector efficiency: 0.90
N00N preparation visibility: 0.90
thermo-optic coefficient: 1.8e-04 1/K
rms arm temperature difference: 0.010 K
thermal phase: 7.30 rad/(K cm)
rms phase at critical length: 0.0732 rad
loss difference of arms: 0.2 dB
crossing with detector: 0.775 cm, eta 0.7000
crossing with preparation: 0.851 cm, eta 0.6758
crossing with thermal phase: 0.951 cm, eta 0.6453
crossing with unequal arms: 1.001 cm, eta 0.6308
crossing with all four effects: 0.599 cm, eta 0.7591
0.5 cm, all effects: N00N 3.300, singles 2.855
two-photon absorption coefficient: 0.7 cm/GW
pulse length: 10 ps
mode area: 0.1 um2
two-photon absorbed fraction: 3.6e-08
temperature: 300 K
thermal photons per mode: 3.7e-14
\end{verbatim}
